# The Born charge of GaAs from its LO-TO splitting

## Problem

Gallium arsenide has the zincblende structure: a face-centred cubic lattice, with four lattice points per cube, and two atoms, one Ga and one As, in its primitive cell. The numbers below are the given data of the exercise and are not meant as reference values. Its long-wavelength optical phonons have two wavenumbers: $\tilde\nu_{TO}=268\ \mathrm{cm^{-1}}$ when the atoms move perpendicular to the wavevector, and $\tilde\nu_{LO}=292\ \mathrm{cm^{-1}}$ when they move along it. The electronic dielectric constant, which describes the response of the electrons with the nuclei held fixed, is $\varepsilon_\infty=10.9$. The cubic lattice constant is $a=5.65$ Å. The atomic masses are 69.723 u for Ga and 74.922 u for As.

The Born effective charge $Z^*$ of an atom is defined by a dipole moment. Displace the sublattice of that atom by a small vector $\mathbf u$ while the macroscopic electric field is kept at zero. The dipole moment of each primitive cell then changes by $Z^*e\,\mathbf u$, where $e$ is the elementary charge. Find the magnitude of $Z^*$.

## A tempting solution

Let $\mathbf u$ be the displacement of the Ga sublattice relative to the As sublattice, and let $V$ be the volume of the primitive cell. The dipole moment per volume seems to be

$$P=\frac{Z^*e\,u}{V}.$$

In a longitudinal wave there is no free charge, so $\varepsilon_0E+P=0$ and

$$E=-\frac{P}{\varepsilon_0}=-\frac{Z^*e\,u}{\varepsilon_0V}.$$

This field exerts a force $Z^*eE$ on the relative motion, in addition to the restoring force $-\mu\omega_{TO}^2u$ that acts in the transverse wave. Here $\mu$ is the reduced mass. The longitudinal frequency then follows from

$$\mu\omega_{LO}^2=\mu\omega_{TO}^2+\frac{Z^{*2}e^2}{\varepsilon_0V},$$

which gives

$$Z^{*2}=\frac{\mu V(\omega_{LO}^2-\omega_{TO}^2)}{e^2/\varepsilon_0}.$$

With the data of the problem this yields $|Z^*|=0.667$. A charge below one can look plausible for a semiconductor whose bonds are largely covalent. It is nevertheless wrong.

## Where the fault lies

The given value of $\varepsilon_\infty$ was never used. The relation $E=-P/\varepsilon_0$ is correct for a longitudinal wave, but the expression inserted for $P$ is incomplete.

By definition, $Z^*e\,u$ is the cell dipole at zero macroscopic field. It includes the rearrangement of the electrons that follows the moving atoms under that condition. In the longitudinal wave the macroscopic field is not zero, and the electrons respond to it as well. Their additional polarization is $\varepsilon_0(\varepsilon_\infty-1)E$, so that

$$P=\frac{Z^*e\,u}{V}+\varepsilon_0(\varepsilon_\infty-1)E.$$

The tempting solution left out the second term, which amounts to setting $\varepsilon_\infty=1$. For a material with $\varepsilon_\infty=10.9$ this term is large.

## The equations of motion

Only small displacements are considered, so forces and dipoles are linear in the displacements and the field. The wavelength is much longer than the lattice constant, so neighbouring cells move almost alike.

First, one charge is enough for both atoms. If Ga and As have Born charges $Z_1$ and $Z_2$, displacements $\mathbf u_1$ and $\mathbf u_2$ produce the cell dipole $e(Z_1\mathbf u_1+Z_2\mathbf u_2)$ at zero field. A rigid shift of the whole neutral crystal, $\mathbf u_1=\mathbf u_2$, produces no polarization. Hence $Z_1+Z_2=0$. With $Z_1=Z^*$ and $Z_2=-Z^*$, the dipole depends on the relative displacement $\mathbf u=\mathbf u_1-\mathbf u_2$ alone.

Next, the force due to a field must be related to this dipole. To second order, the energy of one cell at a given macroscopic field $\mathbf E$ can be written as

$$F(\mathbf u,\mathbf E)=\tfrac12Ku^2-Z^*e\,\mathbf u\cdot\mathbf E-\tfrac12V\varepsilon_0(\varepsilon_\infty-1)E^2.$$

The constant $K$ is the stiffness at zero field. Cubic symmetry makes each coefficient a single number instead of a matrix. The cell dipole is $V\mathbf P=-\partial F/\partial\mathbf E$, which gives

$$\mathbf P=\frac{Z^*e\,\mathbf u}{V}+\varepsilon_0(\varepsilon_\infty-1)\mathbf E. \tag{1}$$

The force conjugate to $\mathbf u$ is $-\partial F/\partial\mathbf u=-K\mathbf u+Z^*e\,\mathbf E$. The same $Z^*$ appears in the dipole and in the force because both come from the mixed term of one energy function.

This force acts on Ga, and its opposite acts on As. Their accelerations are therefore

$$\ddot{\mathbf u}_1=\frac{-K\mathbf u+Z^*e\mathbf E}{m_1},\qquad
\ddot{\mathbf u}_2=-\frac{-K\mathbf u+Z^*e\mathbf E}{m_2}.$$

Subtracting the second from the first gives a factor $1/m_1+1/m_2=1/\mu$, so

$$\mu\ddot{\mathbf u}=-K\mathbf u+Z^*e\,\mathbf E. \tag{2}$$

## The field in each wave

Let the wave have wavevector $\mathbf q$ with unit vector $\hat{\mathbf q}$. The wavelength is taken to be long compared with the lattice constant but short compared with that of light of the same frequency inside the crystal, which means $q\gg\sqrt{\varepsilon_\infty}\,\omega/c$. Retardation can then be neglected and the electric field has no curl. For a plane wave this means $\mathbf q\times\mathbf E=0$, so $\mathbf E=E\,\hat{\mathbf q}$.

Without free charge, the displacement field $\mathbf D=\varepsilon_0\mathbf E+\mathbf P$ has no divergence, so $\hat{\mathbf q}\cdot\mathbf D=0$. Inserting equation (1) gives

$$\varepsilon_0E+\frac{Z^*e}{V}\,\hat{\mathbf q}\cdot\mathbf u+\varepsilon_0(\varepsilon_\infty-1)E=0.$$

The two terms in $E$ add up to $\varepsilon_0\varepsilon_\infty E$. Therefore

$$E=-\frac{Z^*e}{\varepsilon_0\varepsilon_\infty V}\,\hat{\mathbf q}\cdot\mathbf u. \tag{3}$$

In a transverse wave $\hat{\mathbf q}\cdot\mathbf u=0$, and the field vanishes. For a vibration at angular frequency $\omega$, $\ddot{\mathbf u}=-\omega^2\mathbf u$, and equation (2) gives

$$\mu\omega_{TO}^2=K.$$

In a longitudinal wave $\hat{\mathbf q}\cdot\mathbf u=u$. Equation (2), with the field from equation (3), becomes

$$-\mu\omega_{LO}^2u=-\mu\omega_{TO}^2u-\frac{Z^{*2}e^2}{\varepsilon_0\varepsilon_\infty V}u.$$

Dividing by $-\mu u$ and moving $\omega_{TO}^2$ to the left gives

$$\omega_{LO}^2-\omega_{TO}^2=\frac{Z^{*2}e^2}{\varepsilon_0\varepsilon_\infty\mu V}. \tag{4}$$

The force $Z^*e\mathbf E$ exerted by this field opposes the displacement, whatever the sign of $Z^*$. It acts as an additional spring and raises the longitudinal frequency.

Equation (4) contains one power of $\varepsilon_\infty$, not two. The electrons reduce the field produced by a given displacement, which brings in the factor $1/\varepsilon_\infty$ in equation (3). The force is then $Z^*e$ times the total macroscopic field, which already includes this reduction, so no second factor is needed.

Substituting equation (3) into equation (1) shows how much the tempting solution neglected. In the longitudinal wave,

$$P=\frac{Z^*eu}{V}-\frac{\varepsilon_\infty-1}{\varepsilon_\infty}\frac{Z^*eu}{V}
=\frac{1}{\varepsilon_\infty}\frac{Z^*eu}{V}.$$

For $\varepsilon_\infty=10.9$, about nine per cent of the zero-field polarization remains.

## The numbers

Solving equation (4) for the charge gives

$$|Z^*|=\sqrt{\frac{\varepsilon_\infty\,\mu V(\omega_{LO}^2-\omega_{TO}^2)}{e^2/\varepsilon_0}}. \tag{5}$$

The reduced mass is

$$\mu=\frac{69.723\times74.922}{69.723+74.922}\ \mathrm u=36.115\ \mathrm u=5.9970\times10^{-26}\ \mathrm{kg}.$$

The volume needs care. The dipole $Z^*e\,u$ belongs to one Ga-As pair, so $V$ must be the volume per pair. The cube of edge $a$ contains four pairs, and

$$V=\frac{a^3}{4}=\frac{(5.65\ \text{Å})^3}{4}=45.091\ \text{Å}^3=4.5091\times10^{-29}\ \mathrm{m^3}.$$

Using the whole cube would make $V$ four times too large and the charge twice too large, 4.404 instead of the correct value.

A wavenumber $\tilde\nu$ corresponds to the angular frequency $\omega=2\pi c\tilde\nu$. This gives $\omega_{TO}=5.0482\times10^{13}\ \mathrm{rad/s}$ and $\omega_{LO}=5.5003\times10^{13}\ \mathrm{rad/s}$. Equation (5) needs the difference of the squares, not the square of the difference:

$$\tilde\nu_{LO}^2-\tilde\nu_{TO}^2=(292^2-268^2)\ \mathrm{cm^{-2}}=13440\ \mathrm{cm^{-2}},$$

$$\omega_{LO}^2-\omega_{TO}^2=(2\pi c)^2\times13440\ \mathrm{cm^{-2}}=4.7687\times10^{26}\ \mathrm{s^{-2}}.$$

With $e^2/\varepsilon_0=2.8992\times10^{-27}\ \mathrm{N\,m^2}$, the square of the charge is

$$Z^{*2}=\frac{10.9\,(5.9970\times10^{-26})(4.5091\times10^{-29})(4.7687\times10^{26})}{2.8992\times10^{-27}}=4.848.$$

The numerator has the unit $\mathrm{kg\,m^3\,s^{-2}}$, which equals $\mathrm{N\,m^2}$, so the ratio is a pure number. Its square root is 2.202, and to the accuracy of the data

$$|Z^*|\approx2.2,\qquad |Z^*|e\approx3.5\times10^{-19}\ \mathrm C.$$

The tempting result was too small by the factor $\sqrt{\varepsilon_\infty}$, since $0.667\times\sqrt{10.9}=2.20$.

## How far the result can be trusted

The charge depends on a small difference between two larger numbers. Differentiating equation (5) with respect to $\tilde\nu_{LO}$, with everything else fixed, gives

$$\frac{\delta|Z^*|}{|Z^*|}=\frac{\tilde\nu_{LO}\,\delta\tilde\nu_{LO}}{\tilde\nu_{LO}^2-\tilde\nu_{TO}^2}.$$

For a shift of $1\ \mathrm{cm^{-1}}$ the right side is $292/13440$, or about 2.2 per cent of the charge. Direct evaluation of equation (5) gives 2.154 for an LO wavenumber of $291\ \mathrm{cm^{-1}}$ and 2.249 for $293\ \mathrm{cm^{-1}}$. The TO wavenumber matters nearly as much: 267 and $269\ \mathrm{cm^{-1}}$ give 2.245 and 2.157. If the two wavenumbers, $\varepsilon_\infty$ and $a$ may each be off by half a unit in their last digit, the charge ranges from about 2.15 to 2.26. Data quoted to the nearest wavenumber therefore do not support a third digit.

The splitting contains $Z^{*2}$ and cannot reveal the sign. Which of the two atoms carries the positive charge has to come from other information, such as a calculation of the dipole itself.

The value 2.2 is also not a count of electrons transferred from one atom to the other. It measures how the polarization changes when the atoms move, including the electronic charge that shifts through the bonds during the motion.

Silicon provides a limiting case. Its two atoms are equivalent by symmetry, so $Z_1=Z_2$, while neutrality requires $Z_1+Z_2=0$. Both charges vanish, and equation (4) gives no splitting.

Equation (4) rests on the conditions used to derive it:

- In a doped crystal, mobile carriers also respond to the longitudinal field. The condition on $\mathbf D$ used here then lacks their contribution. In a simple estimate with undamped free electrons of mass $0.067\,m_e$, the upper longitudinal mode moves from 292 to about $292.3\ \mathrm{cm^{-1}}$ at a density of $10^{16}\ \mathrm{cm^{-3}}$ and to about $296\ \mathrm{cm^{-1}}$ at $10^{17}\ \mathrm{cm^{-3}}$, where equation (5) would return about 2.4.
- Unless $q$ is much larger than $\sqrt{\varepsilon_\infty}\,\omega/c$, retardation matters and a transverse wave carries an electric field. With the data of this exercise, the phonon-like transverse mode at $q=10\,\omega_{TO}/c$ lies at $265\ \mathrm{cm^{-1}}$, and equation (5) applied to it would give 2.33. At $q=100\,\omega_{TO}/c$ it gives 2.203.
- In crystals with more atoms per cell or lower symmetry, equation (4) need not apply. It keeps its form in the cubic fluorite structure, which has three atoms per cell but a single polar mode, if $Z^*$ is the cation charge and $\mu$ is the reduced mass of the cation against both anions together. Where several polar modes or several independent charge components are present, a single splitting does not determine all the charges.

## The same term in a phonon calculation

Density functional perturbation theory computes $Z^*$ and $\varepsilon_\infty$ as second derivatives of the energy, corresponding to the last two terms of $F$. A calculation at $\mathbf q=0$ with zero macroscopic field contains the stiffness $K$ alone, so in a cubic crystal of this kind all three optical modes have the frequency $\omega_{TO}$. To obtain the longitudinal mode, the force from equation (3) must be added:

$$Z^*e\,\mathbf E=-\frac{Z^{*2}e^2}{\varepsilon_0\varepsilon_\infty V}\,\hat{\mathbf q}\,(\hat{\mathbf q}\cdot\mathbf u).$$

This term depends on the direction of $\mathbf q$ but not on its length, so it survives as $\mathbf q$ approaches zero within the range where retardation is negligible. The exercise runs this calculation backwards: it starts from the frequencies and recovers the charge.
